# Lateral overgrowth of a selective film from two recessed pads

## Question

Two long, parallel metal lines in a chip interconnect serve as growth pads. Their flat tops lie $R=5$ nm below the top of the dielectric between them. The recess walls are vertical, and the dielectric top is $S=20$ nm wide from edge to edge. A metal film is deposited on the pads by area-selective atomic layer deposition. Its thickness, measured on a flat pad, is $T=12$ nm.

Assume that:

- growth starts on the pads and continues on film already present, while the dielectric starts no film of its own;
- film may spread over the dielectric in contact with it;
- growth is isotropic: in each cycle the film extends by the same small distance in every open direction, including around the edge of the dielectric;
- precursor supply is uniform.

The lines are long, so a two-dimensional cross-section suffices. Let $x$ be the horizontal distance from the left edge of the dielectric towards the other pad, and $z$ the height above the dielectric top. The dielectric fills $0<x<S$, $z<0$, and the pads lie at $z=-R$.

## (a) Filling the recess

**Explain why a point is covered once $T$ equals the length of the shortest open path from a pad to that point. Find the thickness at which the film reaches the dielectric top.**

*Model answer.* Call the thickness at which a point becomes covered its arrival thickness $\tau$. When the nominal thickness grows from $T$ to $T+dT$, the film gains the points that can be reached from its surface by an open path no longer than $dT$. An open path is one that does not cross the dielectric.

Adding these short pieces end to end, starting from the bare pad, gives a path of total length at most $T$ to every covered point. Conversely, if an open path of length at most $T$ leads from a pad to a point, the film can advance along it and cover the point by thickness $T$. Hence $\tau$ is the length of the shortest open path.

A point inside the recess at height $h$ above the pad has a vertical path of length $h$. No path can be shorter, because each must climb by $h$. Thus $\tau=h$, and the film surface in the recess is flat. It reaches the dielectric top at

$$T=R=5\ \text{nm}.$$

This part of the deposition fills the recess and produces no overhang.

## (b) Shape of the overhang

**Find $\tau$ for film from the left pad at a point with $x>0$, $z\ge 0$, and describe the film surface there.**

*Model answer.* A path from the left pad must finally enter the region $x>0$ through the vertical line $x=0$. The dielectric blocks this line below $z=0$, so the crossing height $s$ satisfies $s\ge 0$.

Up to the crossing, the path climbs from $-R$ to $s$, so its length is at least $R+s$. From the crossing to $(x,z)$ the shortest route is a straight line, which stays open because both its ends have $z\ge0$. For a given $s$ the least length is therefore

$$L(s)=R+s+\sqrt{x^2+(z-s)^2}.$$

Its derivative is

$$\frac{dL}{ds}=1-\frac{z-s}{\sqrt{x^2+(z-s)^2}}.$$

Since $x>0$, the square root is larger than $|z-s|$. The fraction is then smaller than 1, and $dL/ds>0$. The minimum lies at the smallest permitted value, $s=0$: the shortest path climbs the wall and turns at the corner. Thus

$$\tau(x,z)=R+\sqrt{x^2+z^2}.$$

The film surface is where $\tau=T$. Subtracting $R$ and squaring gives

$$x^2+z^2=r^2,\qquad r=T-R=12-5=7\ \text{nm}.$$

The overhang is a quarter circle of radius 7 nm centred on the dielectric edge. Above the pad, where $\tau=R+z$, the film top is flat at $z=T-R=7$ nm. The circle has the same height and a horizontal tangent at $x=0$, so the two parts join smoothly.

## (c) The remaining gap

**Show that the smallest gap between the two overhangs is 6 nm, and state where it lies.**

*Model answer.* By mirror symmetry the right-hand film has the same shape. At height $z$, with $0\le z\le r$, each overhang extends by $\sqrt{r^2-z^2}$. The open width is

$$W(z)=S-2\sqrt{r^2-z^2}.$$

As $z$ increases the square root decreases, so $W$ increases. The narrowest place is at the dielectric top, $z=0$:

$$G=S-2r=S-2(T-R)=20-2(12-5)=6\ \text{nm}.$$

No slanted line between the films is shorter. Every point of the left film has $x\le r$ and every point of the right film has $x\ge S-r$, so their distance is at least $S-2r$.

The gap opens upwards: $W=6.58$ nm at $z=2$ nm, 8.51 nm at 4 nm and 12.79 nm at 6 nm.

These results can be compared with a numerical solution of $|\nabla\tau|=1$, which states that the front advances one nanometre along its normal per nanometre of nominal thickness. With $\tau=0$ on the pads, the dielectric as an obstacle and a grid step of 0.25 nm, the gap at $z=0$ is 6.00 nm. Higher up the grid overestimates the width. At $z=6$ nm it gives 13.63 nm, and 13.05 nm when the step is reduced to 0.05 nm. The error relative to 12.79 nm thus falls from 0.84 to 0.26 nm on the finer grid.

## (d) Two faulty arguments

**One argument takes the overhang as 12 nm. Another takes it as the horizontal reach of a straight line of length 12 nm from the edge of the pad, at the foot of the recess wall, to the dielectric top. What does each predict, and where does it fail?**

*Model answer.* The first gives a separation of $20-2\times12=-4$ nm, which means that the films have merged. It spends the whole thickness on lateral growth, although the first 5 nm went into filling the recess.

The second gives a reach of

$$\sqrt{T^2-R^2}=\sqrt{144-25}=10.91\ \text{nm}$$

and a separation of $20-2\times10.91=-1.82$ nm, again a merger. Its line runs from $(0,-R)$ to a point at $z=0$ with $x>0$. Between its ends it has $x>0$ and $z<0$, so it passes through the dielectric, where no film can grow.

## (e) Limits and closure

**For which thicknesses does the formula for $G$ hold? At a growth of 0.06 nm per cycle, how many cycles give the 12 nm film, and how many close the gap?**

*Model answer.* For $T<R$ the film lies inside the recess and the opening stays $S$. At $T=R$ the film is flush with the dielectric and the formula gives $G=S$, as it should. The films first touch when $G=0$:

$$S-2(T-R)=0\quad\Rightarrow\quad T=R+\frac S2=5+10=15\ \text{nm}.$$

The formula therefore holds for $R\le T\le R+S/2$. Below this range it would give an opening wider than $S$. Above it the formula would give a negative gap, while the films have in fact joined. A notch then remains above the junction. On the midline $x=S/2$ the surface satisfies $(S/2)^2+z^2=r^2$, so the bottom of the notch lies at $z=\sqrt{r^2-(S/2)^2}$.

If the growth per cycle is constant from the first cycle, the 12 nm film needs $12/0.06=200$ cycles, and closure needs $15/0.06=250$. A nucleation delay on the pads would add cycles to both counts. From the filling of the recess until closure, each cycle narrows the gap by $2\times0.06=0.12$ nm, because both sides advance.

## (f) Sensitivity to geometry and growth rate

**Changing one quantity at a time, find the gap for (i) a recess error of 1 nm, (ii) a thickness error of 3%, (iii) lateral growth 20% slower or faster than vertical growth, and (iv) walls leaning outward by $10^\circ$, with $S$ fixed at the top edges.**

*Model answer.* Writing $G=S-2T+2R$ shows the signs for small changes:

$$\delta G=\delta S-2\,\delta T+2\,\delta R.$$

(i) With the same error on both pads, a recess of 4 nm leaves 4 nm, and one of 6 nm leaves 8 nm. An error on one pad only changes the gap by half as much, to 5 or 7 nm. A deeper recess uses more film before lateral growth begins.

(ii) Three per cent of 12 nm is 0.36 nm. The gap changes by twice this amount, to 5.28 nm for the thicker film and 6.72 nm for the thinner one. The 3% error in thickness has become a 12% error relative to the 6 nm gap.

(iii) Let $\alpha$ be the ratio of lateral to vertical rate, and let a displacement $(\Delta x,\Delta z)$ require the thickness $\sqrt{(\Delta x/\alpha)^2+\Delta z^2}$. In the stretched coordinate $x'=x/\alpha$ growth is isotropic again, so the overhang is $x'=T-R$, or $x=\alpha(T-R)$. Hence

$$G=S-2\alpha(T-R).$$

This gives $20-2(0.8)(7)=8.8$ nm for slower lateral growth and $20-2(1.2)(7)=3.2$ nm for faster.

(iv) If the recess widens upwards, the pad edge is set back from the dielectric edge by $R\tan\varphi$. The shortest path to the corner runs along the sloping wall and has length

$$\sqrt{R^2+R^2\tan^2\varphi}=\frac{R}{\cos\varphi}=5.077\ \text{nm}.$$

This replaces $R$ in the overhang, so $G=20-2(12-5.077)=6.15$ nm. Of the four changes, this one matters least.

## (g) Imperfect selectivity

**Suppose that isolated unwanted nuclei form on bare dielectric at a uniform rate per area. Where the film never arrives, they reach a density $n=10^{10}$ cm$^{-2}$ by the end. Each grows as a hemisphere at the same rate as the film. How many single nuclei bridge the gap per micrometre of line?**

*Model answer.* Let $y$ be the distance of a nucleus from the midline, with sign. If it forms when a thickness $\rho$ is still to be deposited, its final radius is $\rho$. On the dielectric top it covers $y-\rho$ to $y+\rho$. To bridge the gap from $-G/2$ to $G/2$ it needs

$$y-\rho\le-\frac G2\quad\text{and}\quad y+\rho\ge\frac G2,$$

which together mean $\rho\ge G/2+|y|$.

At a uniform birth rate, $n\,d\rho/T$ nuclei per unit area form while the remaining thickness falls by $d\rho$. Those with $\rho$ between $G/2+|y|$ and $T$ bridge, so their density at $y$ is $n(T-G/2-|y|)/T$, as long as this is positive. The film from the pads has not reached their sites when they form: its edge then lies at a distance $G/2+\rho$ from the midline, or $S/2$ while the recess is filling, and both are larger than $|y|$. With $a=T-G/2=12-3=9$ nm, the number per unit length is

$$N=\frac nT\int_{-a}^{a}(a-|y|)\,dy=\frac{2n}{T}\left(a^2-\frac{a^2}{2}\right)=\frac{na^2}{T}.$$

The integration range fits on the dielectric because $a<S/2=10$ nm. Since $10^{10}$ cm$^{-2}=10^{-4}$ nm$^{-2}$,

$$N=\frac{10^{-4}\times 81}{12}\ \text{nm}^{-1}=0.675\ \text{per}\ \mu\text{m}.$$

A 20 nm wide strip that stayed bare throughout would collect $10^{-4}\times20\times1000=2$ nuclei per micrometre. Fewer form here, because the film covers part of the dielectric before the end. Bridges formed by two nuclei together are not counted, and the small chance that an earlier nucleus already covers a site is neglected.

## (h) Comparison with real interconnects

**Which assumption limits the use of the 6 nm result most severely?**

*Model answer.* Spacings of about 20 nm and recesses of a few nanometres are in the regime of advanced interconnects. The growth of 0.06 nm per cycle is an illustrative value; the real one depends on the process. A 12 nm film is thick for a cap on such lines, for which a few nanometres is more usual. A film thinner than 5 nm would stay within this recess and leave the full 20 nm opening.

Real metal films can be rough or faceted. The 20% difference in rates from part (f) moves the gap by 2.8 nm either way. At a nucleus density like that of part (g), the inert dielectric is the more critical assumption: where a nucleus bridges, the local gap is zero instead of 6 nm. The density in part (g) is an illustrative value, not a property of a particular process. Because $N$ is proportional to $n$, fewer than one expected bridge per millimetre would require a density about 700 times lower, for the same geometry and a uniform birth rate. Nuclei that do not bridge can still narrow the gap. The 6 nm result thus describes only the places that no unwanted nucleus has narrowed or bridged, and a design that relies on it must also limit the nucleus density. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
Pad separation S: 20.0 nm
Recess R: 5.0 nm
Film thickness T: 12.0 nm
Overhang per side: 7.0 nm
Film top above dielectric, grid: 7.00 nm
Remaining gap, formula: 6.00 nm
Remaining gap, grid: 6.00 nm
Closure thickness, formula: 15.00 nm
Closure thickness, grid: 15.00 nm
Grid steps: 0.25 and 0.05 nm
Gap at height 2 nm: formula 6.58 nm, path search 6.58 nm
  coarse grid 6.86 nm, fine grid 6.66 nm
Gap at height 4 nm: formula 8.51 nm, path search 8.51 nm
  coarse grid 9.10 nm, fine grid 8.69 nm
Gap at height 6 nm: formula 12.79 nm, path search 12.79 nm
  coarse grid 13.63 nm, fine grid 13.05 nm
False separation without recess: -4.0 nm
False straight-line reach: 10.91 nm
False straight-line separation: -1.82 nm
Growth per cycle (rough): 0.06 nm
Cycles for the film: 200
Cycles to closure: 250
Gap for recess 4 nm: 4.00 nm
Gap for recess 6 nm: 8.00 nm
Thickness error of 3%: 0.36 nm
Gap for film 3% thicker: 5.28 nm
Gap for film 3% thinner: 6.72 nm
Gap for lateral/vertical rate 0.8: 8.80 nm
Gap for lateral/vertical rate 1.2: 3.20 nm
Wall lean: 10 degrees
Climb along leaning wall: 5.077 nm
Gap with leaning walls: 6.15 nm
Assumed final nucleus density: 1.0e+10 per cm2
Nuclei per um of line: 2.00
Bridges per um, formula: 0.675
Bridges per um, explicit count: 0.675
```
